The Generalized Wick Theorem for Two Nonorthogonal Slater Determinants

**1. The energy of a walker**

In auxiliary-field Monte Carlo for electrons, the ground state is sampled by Slater determinants called walkers. A fixed trial state |Φ> is used to measure them. If the sampled state is

|Ψ₀> = Σ_k w_k |Ψ_k>/<Φ|Ψ_k>,

where w_k is the weight of walker k, then

<Φ|H|Ψ₀>/<Φ|Ψ₀> = Σ_k w_k E_L(Ψ_k) / Σ_k w_k,

E_L(Ψ) = <Φ|H|Ψ>/<Φ|Ψ>.   (1)

Each walker therefore contributes its local energy E_L. The Hamiltonian contains the electron repulsion, so E_L requires matrix elements of two-body operators between two different determinants, whose orbitals are in general neither equal nor mutually orthogonal. The question is whether these elements can be obtained from one-body quantities alone. They can, provided that both states are single determinants and their overlap is not zero.

**2. Conventions and the overlap**

Let c†_p create an electron in spin orbital p of an orthonormal basis with M members, so that {c_r, c†_p} = δ_rp, while two creators anticommute, as do two annihilators. For column vectors u and v define

c†(v) = Σ_q v_q c†_q,   c(u) = [c†(u)]† = Σ_q u_q* c_q.

The basic anticommutators give

{c(u), c†(v)} = u†v,   {c†(u), c†(v)} = 0.   (2)

The N occupied orbitals ψ_1, ..., ψ_N are the columns of an M×N matrix Ψ, and the determinant is

|Ψ> = c†(ψ_1) c†(ψ_2) ... c†(ψ_N)|0>.   (3)

The trial |Φ> is built in the same way from a matrix Φ. The entries may be complex, the orbitals may mix spin, and the columns of either matrix need not be orthonormal. "Nonorthogonal" refers to the two many-electron states: <Φ|Ψ> ≠ 0.

The overlap is

<Φ|Ψ> = <0|c(φ_N) ... c(φ_1) c†(ψ_1) ... c†(ψ_N)|0>.

Move c(φ_1) to the right. To reach c†(ψ_j) it passes j−1 creators, which gives the sign (−1)^(j−1), and there it leaves the anticommutator φ_1†ψ_j. The term in which it passes every creator vanishes, because c(φ_1)|0> = 0. Hence

<Φ|Ψ> = Σ_j (−1)^(j−1) (φ_1†ψ_j) <Φ without φ_1|Ψ without ψ_j>.

This is the expansion of a determinant along its first row. For N = 1 the overlap is φ_1†ψ_1, so by induction

<Φ|Ψ> = det S,   S = Φ†Ψ.   (4)

A nonzero overlap thus means that the N×N matrix S has an inverse.

Write the mixed average of an operator X as

⟨X⟩ = <Φ|X|Ψ>/<Φ|Ψ>,

and define the one-body Green's function and the two-body mixed density by

G_pr = ⟨c†_p c_r⟩,   Γ_pq,rs = ⟨c†_p c†_q c_s c_r⟩.   (5)

The annihilators in Γ stand in reverse order, s before r. With this order the pairing of p with r and q with s carries a plus sign.

**3. An oblique projector**

Define the M×M matrix

P = Ψ S⁻¹ Φ†.   (6)

Since Φ†Ψ = S,

PΨ = Ψ S⁻¹ S = Ψ,   Φ†P = S S⁻¹ Φ† = Φ†,   (7)

P² = Ψ S⁻¹ (Φ†Ψ) S⁻¹ Φ† = P.   (8)

P is a projector onto the span of the walker orbitals. What it removes from a vector is orthogonal to the trial orbitals, because Φ†(1−P) = 0. The columns of P span the space of Ψ, and those of P† span the space of Φ. If these two spaces differ, P cannot be Hermitian, and the projection is oblique.

Let e_p be the unit vector of basis orbital p. Splitting it as e_p = Pe_p + (1−P)e_p splits its creator:

c†_p = c†(Pe_p) + c†((1−P)e_p).   (9)

The first part annihilates the ket. The vector Pe_p is a linear combination of the ψ_j, so c†(Pe_p) is the same combination of the c†(ψ_j). Each of these can be moved through (3), up to a sign, until it stands beside its twin, and [c†(ψ_j)]² = 0 by (2). Therefore

c†(Pe_p)|Ψ> = 0.   (10)

This is the Pauli principle: no electron can be added to an orbital that lies within the occupied space.

The second part annihilates the bra. Set w = (1−P)e_p. Then <Φ|c†(w) is the adjoint of c(w)|Φ>, and moving c(w) to the right as in Section 2 gives

c(w)|Φ> = Σ_j (−1)^(j−1) (w†φ_j) |Φ without φ_j>.

By (7), φ_j†w = 0 for every j, so each coefficient is zero and

<Φ|c†((1−P)e_p) = 0.   (11)

No electron can be removed from an orbital orthogonal to all the occupied ones. Equations (9) and (11) give, for any operator X,

⟨c†_p X⟩ = ⟨b†_p X⟩,   b†_p = c†(Pe_p) = Σ_q P_qp c†_q.   (12)

By (10), b†_p vanishes once it has been moved to the far right. What remains comes from the anticommutators met on the way:

{b†_p, c_r} = Σ_q P_qp δ_qr = P_rp,   {b†_p, c†_q} = 0.   (13)

**4. One-body and two-body elements**

Take X = c_r in (12). Then

G_pr = ⟨b†_p c_r⟩ = P_rp − ⟨c_r b†_p⟩ = P_rp,

that is,

G_pr = [Ψ(Φ†Ψ)⁻¹Φ†]_rp.   (14)

The indices are transposed: G = Pᵀ.

Now take X = c†_q c_s c_r. Moving b†_p past c†_q changes the sign:

b†_p c†_q c_s c_r = −c†_q b†_p c_s c_r.

Next use b†_p c_s = P_sp − c_s b†_p:

−c†_q b†_p c_s c_r = −P_sp c†_q c_r + c†_q c_s b†_p c_r.

Finally use b†_p c_r = P_rp − c_r b†_p in the last term:

b†_p c†_q c_s c_r = −P_sp c†_q c_r + P_rp c†_q c_s − c†_q c_s c_r b†_p.   (15)

In the mixed average the last term vanishes by (10). The other two contain one-body averages, ⟨c†_q c_r⟩ = G_qr and ⟨c†_q c_s⟩ = G_qs. With P_rp = G_pr and P_sp = G_ps,

Γ_pq,rs = G_pr G_qs − G_ps G_qr.   (16)

This is the generalized Wick theorem for the two-body mixed density. The minus sign comes from the single interchange of b†_p with c†_q. Exchanging r and s, or p and q, reverses the sign of Γ, as (5) requires.

The same argument covers k-body operators. In ⟨c†_p1 ... c†_pk c_rk ... c_r1⟩, replace c†_p1 by b†_p1 and move it to the right. It passes k−1 creators, and then k−j annihilators before it meets c_rj. The sign is (−1)^(2k−1−j) = (−1)^(j−1), and the factor left behind is G_(p1 rj). The remaining average is of the same form with k−1 pairs. This is again the first-row expansion of a determinant, so by induction

⟨c†_p1 ... c†_pk c_rk ... c_r1⟩ = det[G_(pi rj)],   i, j = 1, ..., k.   (17)

A small case can be followed by hand. Let two electrons occupy three modes, with

φ_1 = e_1,   φ_2 = e_2,   ψ_1 = e_1 + e_3,   ψ_2 = e_2 + 2e_3.

Here S is the 2×2 unit matrix, the overlap is 1, and P = ΨΦ† has the rows (1, 0, 0), (0, 1, 0) and (1, 2, 0). Transposing, G_11 = 1, G_23 = 2, G_13 = 1 and G_21 = 0. Equation (16) gives

Γ_12,13 = G_11 G_23 − G_13 G_21 = 1·2 − 1·0 = 2.

The definition gives the same number. Expanding (3),

|Ψ> = (c†_1 c†_2 + 2c†_1 c†_3 + c†_3 c†_2)|0>,

since the term with c†_3 twice vanishes. The operator c_3 c_1 needs modes 1 and 3 both occupied, so it selects the middle term: c_3 c_1 (2c†_1 c†_3)|0> = 2|0>. Then c†_1 c†_2 turns the vacuum into |Φ>, and the element is 2.

**5. What the Green's function retains**

The cyclic property of the trace gives

Tr G = Tr P = Tr(S⁻¹Φ†Ψ) = N.   (18)

Since G = Pᵀ, (8) also gives G² = G. Summing (16) over one pair of equal indices,

Σ_q Γ_pq,rq = G_pr Tr G − (G²)_pr = (N−1) G_pr.   (19)

This is the expected counting: once one electron has been singled out, N−1 others remain. For N = 1 the matrix G has rank one, the two products in (16) are equal, and Γ vanishes. A single electron therefore does not interact with itself.

If the walker orbitals are recombined, Ψ → ΨR with R invertible, then

ΨR(SR)⁻¹Φ† = ΨRR⁻¹S⁻¹Φ† = P.   (20)

The Green's function is unchanged, while by (4) the overlap is multiplied by det R. Walker orbitals can thus be reorthogonalized during a simulation without changing E_L. Only a stored value of the overlap has to be multiplied by det R.

When Φ = Ψ with orthonormal columns, P = ΦΦ† is Hermitian and (16) is the ordinary Hartree-Fock factorization. More generally, if Ψ = ΦR with R invertible, (20) gives P = Φ(Φ†Φ)⁻¹Φ†, which is again Hermitian, and G_pp is the occupation probability of orbital p. When the two sets of orbitals span different spaces, a diagonal element G_pp is a mixed average. It can then be complex and is not an occupation probability.

**6. The local energy**

In atomic units let

H = E_nuc + Σ_pr h_pr c†_p c_r + ½ Σ_pqrs (pr|qs) c†_p c†_q c_s c_r.   (21)

Here E_nuc is the nuclear repulsion, h_pr the kinetic energy and nuclear attraction, and (pr|qs) the Coulomb integral with orbitals p and r at the first electron's position and q and s at the second's, p and q being complex conjugated. Inserting (14) and (16) into (1),

E_L = E_nuc + Σ_pr h_pr G_pr + ½ Σ_pqrs (pr|qs)(G_pr G_qs − G_ps G_qr).   (22)

The first product gives a Hartree term and the second an exchange term.

Suppose that every orbital in both determinants has definite spin, with equal numbers of up electrons in the two states. Then S, P and G are block diagonal in spin. The Coulomb integral requires p and r to have the same spin, and likewise q and s. The exchange product also requires p and s to have the same spin, so all four spins must agree. With indices that now label spatial orbitals only, and G^tot = G^↑ + G^↓,

E_Hartree = ½ Σ (pr|qs) G^tot_pr G^tot_qs,   (23)

E_exchange = −½ Σ_σ Σ (pr|qs) G^σ_ps G^σ_qr.   (24)

**7. A walker for the H₄ chain**

Consider four hydrogen atoms on a line with spacing 1.0 angstrom, in the STO-3G basis, which has one s function per atom. Multiplying these functions by the inverse square root of their overlap matrix gives four orthonormal site orbitals, hence eight spin orbitals. The trial |Φ> is the restricted Hartree-Fock (RHF) determinant, found by self-consistent iteration, with two electrons of each spin.

The walker is modelled on an auxiliary-field step. Let n_a = c†_a c_a and n = Σ_a v_a n_a with real v_a, so that n² contains the two-body terms v_a v_b n_a n_b, which are repulsive when the v_a have one sign. The Gaussian integral

exp(−τn²/2) = (2π)^(−1/2) ∫dx exp(−x²/2) exp(i√τ x n)

replaces a repulsive two-body factor by one-body phase factors. Because exp(iθn_a) c†_a exp(−iθn_a) = exp(iθ) c†_a, such a factor multiplies row a of the orbital matrix by a phase. A field coupled to the charge density gives the same phase to both spins on a site. Here the phases are arbitrary values, chosen different for the two spins to make a more general test walker. For sites 1 to 4 they are

up: 0.4, −0.2, 0.1, −0.3 rad,
down: −0.1, 0.3, −0.4, 0.2 rad.

From (4) the overlap is 0.8744 + 0.0042i. Equation (14) gives for spin up on the first two sites

G_11 = 0.5124 + 0.1590i,   G_12 = 0.4571 − 0.1453i,
G_21 = 0.4593 + 0.1381i,   G_22 = 0.4877 − 0.1419i.

The diagonal elements are complex, and G_12 differs from the conjugate of G_21, so G is not Hermitian. The element Γ_12,12 is the mixed average of n_1↑ n_2↑. Its two products are

G_11 G_22 = 0.2724 + 0.0049i,
G_12 G_21 = 0.2300 − 0.0036i,

and their difference is

Γ_12,12 = 0.0424 + 0.0085i.

For parallel spins on sites 1 and 2, exchange removes most of the direct product. For opposite spins on site 1 there is no exchange product. With G_11 = 0.5117 − 0.0971i for spin down,

⟨n_1↑ n_1↓⟩ = (0.5124 + 0.1590i)(0.5117 − 0.0971i) = 0.2776 + 0.0316i.

The local energy follows from (22) to (24). Its real parts are

one-body: −184.23 eV,
Hartree: +99.11 eV,
exchange: −33.65 eV,
nuclear: +62.40 eV.

The unrounded terms add to −56.38 eV, or −2.0718 hartree. The imaginary parts of the first three terms are 0.770, −0.846 and 0.075 eV, which nearly cancel and leave −0.001 eV.

In the same basis the RHF energy is −57.10 eV and the exact ground-state energy, from full configuration interaction, is −58.95 eV. The real part of the walker's E_L lies above both, but the variational theorem does not require this, since bra and ket in (1) are different states. If the trial were an exact eigenstate, <Φ|H = E₀<Φ|, every walker with nonzero overlap would give E_L = E₀, with no imaginary part. The difference between this E_L and the exact energy therefore reflects the fact that the RHF determinant is not an eigenstate.

**8. Vanishing overlap**

The theorem concerns ratios, which do not exist when <Φ|Ψ> = 0. The approach to this limit is visible in a four-mode example:

φ_1 = e_1,   φ_2 = e_2,   ψ_1 = e_3 + εe_1,   ψ_2 = e_4 + εe_2.

Now S is ε times the unit matrix, so the overlap is ε² and P = ΨΦ†/ε. Thus G_13 = G_24 = 1/ε, while G_14 = G_23 = 0, and

Γ_12,34 = 1/ε²,   <Φ|Ψ> Γ_12,34 = 1.   (25)

For ε = 0.01 the overlap is 0.0001, G_13 is 100 and Γ_12,34 is 10,000. The unnormalized element <Φ|c†_1 c†_2 c_4 c_3|Ψ> stays equal to 1, even at ε = 0, where both determinants are well defined but G is not. With the Hamiltonian (21), E_L diverges as 1/ε² if the antisymmetrized element (13|24) − (14|23), which connects the two pairs of orbitals, is not zero.

**9. A trial with several determinants**

Let the trial be |Φ_T> = Σ_i a_i |Φ_i>, with O_i = <Φ_i|Ψ> ≠ 0 for each i and a nonzero total overlap. Dividing by that total gives

G = Σ_i w_i G⁽ⁱ⁾,   Γ = Σ_i w_i Γ⁽ⁱ⁾,   w_i = a_i* O_i / Σ_j a_j* O_j.   (26)

Equation (16) holds for each Γ⁽ⁱ⁾ but in general not for the sum. For two determinants, w_1 + w_2 = 1. Put D = G⁽¹⁾ − G⁽²⁾. Then G⁽¹⁾ = G + w_2 D and G⁽²⁾ = G − w_1 D, so

w_1 G⁽¹⁾_pr G⁽¹⁾_qs + w_2 G⁽²⁾_pr G⁽²⁾_qs = G_pr G_qs + w_1 w_2 D_pr D_qs.

The terms linear in D cancel, and the quadratic ones have the coefficient w_1 w_2² + w_2 w_1² = w_1 w_2. Subtracting the same identity with r and s exchanged,

Γ_pq,rs = G_pr G_qs − G_ps G_qr + w_1 w_2 (D_pr D_qs − D_ps D_qr).   (27)

The last term is lost if the averaged G is factorized.

For the H₄ walker, add to the RHF determinant −0.2 times the determinant in which both electrons of the second RHF orbital are moved to the third. The weights are w_1 = 1.013 and w_2 = −0.013, apart from imaginary parts below 0.0001. The weighted sum (26) gives a local energy of −57.28 eV. Factorizing the averaged G gives −56.40 eV, which is 0.88 eV too high relative to the weighted sum for the same trial and walker.

A weight of about one percent can matter this much because here the small overlap comes with a large Green's function. This is not automatic: by (20), rescaling the walker orbitals changes the overlap and leaves G as it was. It happens in this example because the walker is close to the RHF determinant and the excited determinant differs from RHF by one orbital of each spin. Each spin block of S then has one small singular value, which makes the determinant of the block small and its inverse large in the same proportion. The overlap of the excited determinant is a product of an up factor and a down factor, O_2 = O_2↑ O_2↓. By (14), each spin block of G⁽²⁾ contains an inverse matrix, and so has its own factor in the denominator. In w_2 G⁽²⁾↑ G⁽²⁾↓ the two denominators cancel the O_2 in w_2, and a contribution remains even when O_2 is small. Averaging G first leaves w_2 G⁽²⁾↑, which is still proportional to O_2↓, and the contribution is suppressed. The theorem must therefore be applied to each determinant before the weighted sum is taken.
